\section*{Perfect absorption by a resistive sheet in front of a mirror}

\section*{Question}

I am trying to understand a simple thermal emitter for thermophotovoltaics: a very thin conducting film held a quarter wavelength above a metal mirror. I have read that at normal incidence the film absorbs everything if its resistance is 377 ohms, the impedance of vacuum. Three things stop me.

First, I calculated a film on its own, without the mirror, and found that it can never absorb more than half of the incident power. How can a mirror that absorbs nothing raise this to all of it? Second, the mirror is a short circuit. If I put a short circuit in parallel with a 377 ohm resistor, the resistor should hardly matter. Third, if the absorption is perfect, is the structure also a good selective emitter? I have in mind an emitter at 1500 K, a design wavelength of 2 µm, and a cell with a band gap of 0.55 eV.

\section*{Answer}

Your result for the lone film is right as long as the film is electrically thin (a thick absorbing film can take more than half), and the mirror is indeed a short circuit, but at its own surface. A quarter wavelength away it acts as an open circuit. The calculation below shows this, and also shows why perfect absorption at one wavelength does not make the emitter strongly selective.

\subsection*{Setting and conventions}

Let the wave travel along $+z$, with electric field $E$ along $x$, magnetic field $H$ along $y$, and time factor $e^{-i\omega t}$. The sheet is at $z=0$ and the mirror at $z=d$. The gap is lossless, nonmagnetic and has refractive index $n$; in front of the sheet there is vacuum. The mirror is perfect, so $E(d)=0$.

The ``resistance'' in the statement is the sheet resistance, in ohms per square. A film of conductivity $\sigma$ and thickness $t$ has $R_s=1/(\sigma t)$. I take the sheet to be electrically thin and its current to be in phase with the field, so that the current per unit width is $K=E/R_s$ with $R_s$ real.

With $k=\omega/c=2\pi/\lambda$, where $\lambda$ is the vacuum wavelength, and $h=Z_0H$, where $Z_0=\mu_0c=376.73\ \Omega$, Maxwell's equations become
\begin{equation}
E'=ikh,\qquad h'=ik\varepsilon_r E-Z_0J .
\label{eq:maxwell}
\end{equation}
Here $J$ is the conduction current density, $\varepsilon_r$ is the relative permittivity without conduction, and a prime means $d/dz$. The ratio $y=h/E$ is the admittance in units of $1/Z_0$.

\subsection*{What the sheet sees behind it}

In the gap $J=0$ and $\varepsilon_r=n^2$, so $E''=ikh'=-n^2k^2E$. The solution that vanishes at the mirror is
\begin{equation}
E=C\sin[nk(d-z)],\qquad
h=\frac{E'}{ik}=inC\cos[nk(d-z)],
\end{equation}
because $-1/i=i$. Just behind the sheet the admittance is therefore
\begin{equation}
y_b=in\cot(nkd).
\end{equation}
As $d\to0$ it diverges: this is your short circuit. At $nd=\lambda/4$, however, $nkd=\pi/2$ and $y_b=0$. The magnetic field of the standing wave vanishes there while the electric field is at its maximum. The gap draws no current, and the sheet is in parallel with an open circuit.

\subsection*{The sheet and the reflected wave}

Integrate \eqref{eq:maxwell} across the sheet and let its thickness go to zero. The first equation makes $E$ continuous, since $h$ is finite. In the second, the integral of $J$ is $K=E/R_s$, so
\begin{equation}
h(0^+)-h(0^-)=-Z_0K=-gE(0),\qquad g=\frac{Z_0}{R_s}.
\end{equation}
Dividing by $E(0)$ gives the admittance at the front of the sheet:
\begin{equation}
y=\frac{h(0^-)}{E(0)}=g+y_b=g+in\cot(nkd).
\end{equation}

In front, the incident and reflected waves are
\begin{equation}
E=E_0(e^{ikz}+re^{-ikz}),\qquad h=E_0(e^{ikz}-re^{-ikz}).
\end{equation}
At $z=0$ this gives $y=(1-r)/(1+r)$. Hence $y+yr=1-r$, and
\begin{equation}
r=\frac{1-y}{1+y}.
\end{equation}
Nothing passes the mirror, so the absorbed fraction is
\begin{align}
A&=1-|r|^2=\frac{|1+y|^2-|1-y|^2}{|1+y|^2}
=\frac{4\,\mathrm{Re}\,y}{|1+y|^2}\nonumber\\
&=\frac{4g}{(1+g)^2+n^2\cot^2(nkd)} .
\label{eq:A}
\end{align}
The heat produced in the sheet must agree with this. Per unit area it is $|E(0)|^2/(2R_s)$, and the incident flux is $|E_0|^2/(2Z_0)$. Their ratio is $g|1+r|^2$. Since $1+r=2/(1+y)$, it equals $4g/|1+y|^2$, as required.

To find when absorption is complete, subtract \eqref{eq:A} from one and use $(1+g)^2-4g=(1-g)^2$:
\begin{equation}
1-A=\frac{(1-g)^2+n^2\cot^2(nkd)}{(1+g)^2+n^2\cot^2(nkd)} .
\label{eq:loss}
\end{equation}
The numerator is a sum of two squares. It vanishes if and only if both do:
\begin{equation}
R_s=Z_0,\qquad nd=(2m+1)\frac{\lambda}{4},\quad m=0,1,2,\ldots
\end{equation}
The required resistance does not depend on $n$, but the quarter wave must be measured in the gap medium. If instead $nd$ is a nonzero multiple of $\lambda/2$, the sheet lies at a node of the electric field, carries no current, and absorbs nothing.

\subsection*{Why the limit of one half no longer applies}

For the lone sheet, the wave behind it travels away and has $h=E$. Thus $y_b=1$ and $y=1+g$. The heat formula gives
\begin{equation}
A_{\rm free}=\frac{4g}{(2+g)^2},\qquad
\frac{dA_{\rm free}}{dg}=\frac{4(2-g)}{(2+g)^3}.
\end{equation}
The maximum is at $g=2$, or $R_s=Z_0/2=188.4\ \Omega$, and equals $1/2$. This is the limit you found. At $R_s=Z_0$ the lone sheet absorbs only $4/9$.

The change is easiest to follow through the wave radiated by the sheet current. By symmetry the sheet sends equal electric amplitudes $a$ to both sides. The corresponding $h$ is $+a$ behind and $-a$ in front, so the jump condition gives $2a=-Z_0K$.

Now take a matched sheet, with a vacuum gap of a quarter wave. Since $r=0$, the total field at the sheet is $E_0$ and $K=E_0/Z_0$. Therefore $a=-E_0/2$. The wave going towards the mirror has amplitude
\begin{equation}
E_0-\frac{E_0}{2}=\frac{E_0}{2}.
\end{equation}
The round trip contributes $e^{2ikd}=-1$ and the mirror another $-1$, so this wave returns to the sheet as $+E_0/2$. In front of the sheet the outgoing amplitude is
\begin{equation}
\frac{E_0}{2}+a=\frac{E_0}{2}-\frac{E_0}{2}=0.
\end{equation}
At the sheet itself the two gap waves add to $E_0/2+E_0/2=E_0$, which agrees with the field assumed at the start. No further reflections need to be added, because $K$ is the complete current, driven by the complete field.

The mirror thus does two things. It sends back the wave that leaves the sheet on the far side, so that no power escapes there, and it sends it back with the phase that cancels the backward radiation of the sheet. The returned wave also changes the field at the sheet, so the power going round the gap, one quarter of the incident power, is not the $4/9$ that the same sheet would transmit on its own.

\subsection*{How sharp is the condition?}

At the quarter-wave spacing, \eqref{eq:loss} reduces to $1-A=[(1-g)/(1+g)]^2$. The error is quadratic near $g=1$, so the resistance need not be set very accurately. A sheet of $500\ \Omega$ still absorbs 0.980 of the power, and one of $200\ \Omega$ absorbs 0.906. At $100\ \Omega$ the fraction has dropped to 0.663.

For the frequency dependence, keep $R_s=Z_0$ and let $\omega_0$ be the lowest frequency of complete absorption. Then $nkd=\pi\omega/(2\omega_0)$ and
\begin{equation}
A=\frac{4}{4+n^2\cot^2(\pi\omega/2\omega_0)}.
\end{equation}
Half absorption requires $n|\cot(\pi\omega/2\omega_0)|=2$. The lower solution is
\begin{equation}
\frac{\omega}{\omega_0}=\frac{2}{\pi}\arctan\frac{n}{2},
\end{equation}
and the upper one is its mirror image about $\omega_0$. For a vacuum gap they are 0.295 and 1.705, a full width of $1.41\,\omega_0$. For $n=1.5$ the width is $1.18\,\omega_0$. This is a broad resonance. Absorption vanishes at $2\omega_0$ and is complete again at $3\omega_0$, provided that $R_s$ and $n$ have not changed with frequency.

\subsection*{A film of finite thickness}

For your design wavelength the vacuum gap is $d=2\ \mu\mathrm{m}/4=500$ nm. Choose a film with $t=5$ nm. It needs the conductivity
\begin{equation}
\sigma=\frac{1}{Z_0t}=\frac{1}{(376.73\ \Omega)(5\times10^{-9}\ \mathrm{m})}
=5.31\times10^5\ \mathrm{S/m}
\end{equation}
at the optical frequency; a value measured with direct current need not apply there.

To see what the thickness changes, let the film occupy $-t<z<0$, with the quarter wave measured from its back face, so that $y(0)=0$. Let $\varepsilon_b$ be its real permittivity apart from conduction. From \eqref{eq:maxwell} with $J=\sigma E$,
\begin{equation}
y'=\frac{h'}{E}-\frac{hE'}{E^2}
=ik\varepsilon_b-Z_0\sigma-iky^2 .
\end{equation}
Here $Z_0\sigma=1/t$. Integration from $-t$ to $0$ gives
\begin{equation}
y(-t)=1-ik\varepsilon_bt+ik\int_{-t}^{0}y^2\,dz .
\end{equation}
To lowest order in $kt$, $y=-z/t$ inside the film, and the integral is $t/3$. Hence
\begin{equation}
y(-t)\simeq1-ib,\qquad b=kt\left(\varepsilon_b-\tfrac13\right),
\end{equation}
and $r=ib/(2-ib)\simeq ib/2$. The leading reflectance is
\begin{equation}
|r|^2\simeq\frac{(kt)^2(\varepsilon_b-1/3)^2}{4}.
\end{equation}
This holds for $kt\ll1$ and $k\varepsilon_bt\ll1$, with $\varepsilon_b$ not so close to $1/3$ that the next order matters. For $\varepsilon_b=1$ and $kt=0.01571$,
\begin{equation}
|r|^2\simeq\left(\frac{0.01571\times0.6667}{2}\right)^2
=2.74\times10^{-5}.
\end{equation}
The field calculation for the full film gives the same value to these digits. For $\varepsilon_b=1$ the finite thickness is unimportant. The reflectance grows as $(\varepsilon_b-1/3)^2$, however, and for $|\varepsilon_b|$ of a few tens, as in many metals at this wavelength, the same film reflects several percent or more.

A sheet whose current is out of phase with the field is a more serious matter. If a thin sheet has admittance $1-ib$ with $b$ not small, the quarter-wave gap leaves $|r|^2=b^2/(4+b^2)$. Complete absorption can be restored by changing the gap until $n\cot(nkd)=b$, which makes the total admittance one again. The quarter-wave rule therefore belongs to a purely resistive sheet.

\subsection*{From absorption to thermal emission}

At temperature $T$ the sheet contains Johnson noise currents. Consider one polarization of the normal wave as a transmission line of impedance $Z_0$. In a frequency interval $\Delta\nu$ the mean square noise current is $4\Theta\Delta\nu/R_s$, where $\Theta=h_P\nu/(e^{h_P\nu/k_BT}-1)$ and $h_P$ is Planck's constant. The noise current $K_N$ drives three admittances in parallel: the vacuum in front, the sheet, and the gap. The jump condition, with $h=-E$ for the emitted wave in front, reads
\begin{equation}
y_bE+E=-gE-Z_0K_N,\qquad E=-\frac{Z_0K_N}{1+y}.
\end{equation}
The emitted power is the mean of $|E|^2/Z_0$:
\begin{equation}
P=\frac{Z_0}{|1+y|^2}\,\frac{4\Theta\Delta\nu}{R_s}
=\frac{4g}{|1+y|^2}\,\Theta\Delta\nu=A\,\Theta\Delta\nu .
\end{equation}
A blackbody sends $\Theta\Delta\nu$ into the same mode, so the normal emissivity equals $A$. The perfect mirror has no resistance and adds no noise of its own.

\subsection*{Is it selective?}

The band gap of 0.55 eV corresponds to 2.254 µm. All numbers in this section are for the 500 nm vacuum gap. Longer waves cannot be used by the cell, but the sheet still emits them well: its emissivity is 0.923 at 3 µm, 0.800 at 4 µm and 0.571 at 6 µm. On the useful side it is 0.923 at 1.5 µm and falls to zero at 1 µm.

Weighting the ideal-sheet emissivity with the Planck spectrum at 1500 K, for constant $R_s=Z_0$, gives a mean of 0.878 above the gap energy and 0.775 below it. The mean over all energies is 0.812. A blackbody has 0.358 of its radiated energy above the gap, so the fraction for the sheet is
\begin{equation}
\frac{0.878\times0.358}{0.812}=0.387 .
\end{equation}
The gain in the useful fraction is about three percentage points. Meanwhile the total normal radiance falls from $9.14\times10^4$ to $7.42\times10^4\ \mathrm{W\,m^{-2}\,sr^{-1}}$, and the useful part falls too, by the factor 0.878.

A solid spacer of higher index narrows the resonance and raises the useful fraction, to about 0.44 for $n=2$, while lowering the mean emissivity above the gap to about 0.78.

So the answer to your third question is no: for these parameters and a vacuum gap the structure is a good emitter near 2 µm but, in the normal direction, only a weakly selective one. These fractions are not cell efficiencies, since a photon above the gap also carries excess energy that the cell loses as heat. They describe the normal direction; a hemispherical energy balance needs the emissivity at oblique angles and for both polarizations, and its useful fraction is higher: at an angle $\theta$ the gap phase falls to $kd\cos\theta$, which moves the resonance to shorter waves, and for the same ideal sheet the hemispherical fraction is about 0.45, which still leaves more than half of the radiated energy below the gap. A real mirror would also absorb and emit, which this model leaves out. The averages also rely on a real and constant $R_s$ over the thermal spectrum. For a Drude conductor this requires a relaxation time much shorter than $1/\omega$, which is about 1 fs at 2 µm; this is a demanding condition for a metal film. Nor does the calculation show that a 5 nm film would remain continuous at 1500 K. The numbers describe an ideal resistive sheet, not a particular material. The remaining values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Vacuum impedance Z0: 376.730 ohm
Largest formula error in absorptance: 4.7e-06
Numerical optimum R_s/Z0: 1.00000
Numerical optimum gap/wavelength: 0.25000
Matched wave toward mirror / E0: 0.5000
Matched wave from mirror / E0: 0.5000
Free sheet, best R_s: 188.37 ohm
Free sheet, greatest absorptance: 0.5000
Half absorption, n=1.0: omega/omega0 = 0.2952 and 1.7048; width 1.4097
Half absorption, n=1.5: omega/omega0 = 0.4097 and 1.5903; width 1.1807
Absorptance at 2 omega0: 0.0000
Absorptance at 3 omega0: 1.0000
Design wavelength: 2.00 um
Vacuum gap: 500.0 nm
Film thickness: 5.0 nm
Film background permittivity: 1.0
Required conductivity: 5.3088e+05 S/m
k times film thickness: 0.01571
Finite-film reflectance: 2.7415e-05
Thin-film reflectance estimate: 2.7416e-05
Finite-film absorptance: 0.999973
Ideal sheet at 2 um, R_s=100.0 ohm: A=0.6630
Ideal sheet at 2 um, R_s=200.0 ohm: A=0.9061
Ideal sheet at 2 um, R_s=376.7 ohm: A=1.0000
Ideal sheet at 2 um, R_s=500.0 ohm: A=0.9802
Ideal sheet at 2 um, R_s=1000.0 ohm: A=0.7950
Matched ideal sheet at 1.00 um: A=0.0000
Matched ideal sheet at 1.25 um: A=0.6786
Matched ideal sheet at 1.50 um: A=0.9231
Matched ideal sheet at 2.00 um: A=1.0000
Matched ideal sheet at 3.00 um: A=0.9231
Matched ideal sheet at 4.00 um: A=0.8000
Matched ideal sheet at 6.00 um: A=0.5714
Emitter temperature: 1500 K
Photovoltaic gap: 0.55 eV
Gap wavelength: 2.254 um
Blackbody normal radiance: 9.1375e+04 W/(m^2 sr)
Screen normal radiance: 7.4191e+04 W/(m^2 sr)
Mean normal emissivity above gap energy: 0.8777
Mean normal emissivity below gap energy: 0.7753
Mean normal emissivity, all energies: 0.8119
Blackbody energy fraction above gap: 0.3577
Screen energy fraction above gap: 0.3867
\end{verbatim}
